# Electron–phonon coupling from the derivative of the one-electron eigenvalue equation: verification in Python

```python
# Result under test: for eigenstates i, f of a Hermitian one-electron operator h(Q),
#   W_fi = <f|dh/dQ|i> = (e_i - e_f) <f|di/dQ>,   e_i != e_f.
# Q: mass-weighted coordinate; e: eigenvalues; i: band state; f: trap state.
# General tests use dimensionless matrices. The trap model uses eV, nm and
# amu^(1/2) Angstrom; its radial functions are u(r) = sqrt(4 pi) r psi(r).
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh, eigh_tridiagonal, block_diag
from scipy.optimize import brentq
from numpy.polynomial.legendre import leggauss, Legendre

rng = np.random.default_rng(7)


def align(vector, reference):
    """Remove the arbitrary phase of an eigenvector relative to a reference."""
    overlap = np.vdot(reference, vector)
    return vector * np.conj(overlap) / abs(overlap)


def displaced_pair(solver, level, step):
    reference = solver(0.0)[1][:, level]
    return [align(solver(q)[1][:, level], reference) for q in (step, -step)]


def vector_derivative(solver, level, step):
    plus, minus = displaced_pair(solver, level, step)
    return (plus - minus) / (2 * step)


def random_complex(size=6):
    return rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))


def random_hermitian():
    a = random_complex()
    return (a + a.conj().T) / 2


# --- General Hermitian family, phase freedom, finite displacement ---
A, B, C = random_hermitian(), 0.3 * random_hermitian(), 0.3 * random_hermitian()


def family(q):
    return A + q * B + q**2 * C


def solve_family(q):
    return eigh(family(q))


e, v = solve_family(0.0)
f, i, step = 1, 3, 1e-4
direct = np.vdot(v[:, f], B @ v[:, i])
di = vector_derivative(solve_family, i, step)
assert abs(direct - (e[i] - e[f]) * np.vdot(v[:, f], di)) < 1e-5
plus, minus = displaced_pair(solve_family, i, step)
twist = np.exp(1.7j * step)
di_twisted = (plus * twist - minus / twist) / (2 * step)
assert abs(np.vdot(v[:, f], di_twisted - di)) < 1e-5
assert abs(np.vdot(v[:, i], di_twisted - di) - 1.7j) < 1e-5
e_far, v_far = solve_family(0.5)
lhs = np.vdot(v[:, f], (family(0.5) - family(0.0)) @ v_far[:, i])
rhs = (e_far[i] - e[f]) * np.vdot(v[:, f], v_far[:, i])
assert abs(lhs - rhs) < 1e-11

# --- Near-degeneracy and exact degeneracy ---
near_overlaps = []
for half_gap in (0.1, 0.01):
    def two_level(q, c=half_gap):
        return eigh(np.array([[q, c], [c, -q]]))
    e2, v2 = two_level(0.0)
    d2 = vector_derivative(two_level, 1, 1e-3 * half_gap)
    near_overlaps.append(abs(v2[:, 0] @ d2))
    w2 = abs(v2[:, 0] @ np.diag([1.0, -1.0]) @ v2[:, 1])
    assert abs(w2 - (e2[1] - e2[0]) * near_overlaps[-1]) < 1e-5
assert abs(near_overlaps[1] / near_overlaps[0] - 10) < 1e-3
degenerate = v @ np.diag([0, 0, 1, 2, 3, 4]) @ v.conj().T
_, vd = eigh(degenerate + 1e-5 * B)
assert abs(np.vdot(vd[:, 0], B @ vd[:, 1])) < 1e-4

# --- Transformed orbitals with a coordinate-dependent overlap operator ---
T0, dT = np.eye(6) + 0.05 * random_complex(), 0.05 * random_complex()


def solve_transformed(q):
    T = T0 + q * dT
    return eigh(T.conj().T @ (A + q * B) @ T, T.conj().T @ T)


et, ct = solve_transformed(0.0)
cf, ci = ct[:, f], ct[:, i]
Td = T0.conj().T
dH = dT.conj().T @ A @ T0 + Td @ B @ T0 + Td @ A @ dT
dS = dT.conj().T @ T0 + Td @ dT
dci = vector_derivative(solve_transformed, i, step)
s_part = (et[i] - et[f]) * np.vdot(cf, Td @ T0 @ dci)
t_part = (et[i] - et[f]) * np.vdot(cf, Td @ dT @ ci)
assert abs(np.vdot(cf, (dH - et[i] * dS) @ ci) - s_part) < 1e-5
w_original = np.vdot(T0 @ cf, B @ (T0 @ ci))
assert abs(w_original - s_part - t_part) < 1e-5
assert abs(t_part) > 1e-3

# --- Self-consistent chain: the derivative of h must include the response ---
site_energy = np.array([0.0, 0.3, -0.2, 0.5, 0.1, -0.4])
bare_change = np.array([1.0, 0.5, 0.0, -0.3, 0.0, 0.0])
hopping = -np.eye(6, k=1) - np.eye(6, k=-1)
repulsion = 0.8


def solve_chain(q):
    density = np.full(6, 4 / 6)
    for _ in range(300):
        h = hopping + np.diag(site_energy + q * bare_change + repulsion * density)
        energies, orbitals = eigh(h)
        new_density = 2 * np.sum(orbitals[:, :2]**2, axis=1)
        residual = np.max(abs(new_density - density))
        density = 0.6 * density + 0.4 * new_density
    assert residual < 1e-11
    return energies, orbitals


es, vs = solve_chain(0.0)
chi = np.zeros((6, 6))
for occ in range(2):
    for emp in range(2, 6):
        pair = vs[:, occ] * vs[:, emp]
        chi += 4 * np.outer(pair, pair) / (es[occ] - es[emp])
density_change = np.linalg.solve(np.eye(6) - chi * repulsion, chi @ bare_change)
pair = vs[:, 1] * vs[:, 3]
w_bare = pair @ bare_change
w_screened = pair @ (bare_change + repulsion * density_change)
w_overlap = (es[3] - es[1]) * (vs[:, 1] @ vector_derivative(solve_chain, 3, 1e-4))
assert abs(w_screened - w_overlap) < 1e-5
assert abs(w_bare - w_overlap) > 0.02 * abs(w_overlap)

# --- Trap model: rough typical inputs for a deep trap in silicon ---
KIN = sc.hbar**2 / sc.m_e / sc.e * 1e18                     # eV nm^2
QUANTUM = sc.hbar**2 / (sc.atomic_mass * 1e-20) / sc.e      # eV amu A^2
mass_t, mass_l = 0.19, 0.92
mass = (mass_t**2 * mass_l)**(1 / 3)
width, radius, binding = 0.5, 10.0, 0.30                    # nm, nm, eV
phonon, relaxation, temperature = 0.040, 0.12, 300.0        # eV, eV, K
gap_si, permittivity, field = 1.12, 11.7, 0.01              # eV, 1, V/nm
kT = sc.k * temperature / sc.e
stiffness = phonon**2 / QUANTUM
force = np.sqrt(2 * relaxation * stiffness)
shift = force / stiffness
zero_point = np.sqrt(QUANTUM / (2 * phonon))
thermal_rms = zero_point / np.sqrt(np.tanh(phonon / (2 * kT)))


def radial_operators(R, spacing=0.1):
    """Sine-grid representation of the s-wave kinetic energy in a sphere."""
    n = int(round(R / spacing)) - 1
    j = np.arange(1, n + 1)
    U = np.sqrt(2 / (n + 1)) * np.sin(np.pi * np.outer(j, j) / (n + 1))
    kinetic = KIN / (2 * mass) * (U * (np.pi * j / R)**2) @ U
    return j * spacing, kinetic


def fit_trap(kinetic, shape):
    """Fix depth by the binding energy and its Q slope by the trap force."""
    def mismatch(depth):
        return eigh(kinetic - depth * shape, eigvals_only=True,
                    subset_by_index=[0, 0])[0] + binding
    depth = brentq(mismatch, 0.3, 8.0, xtol=1e-11)
    energies, states = eigh(kinetic - depth * shape)
    slope = force / (states[:, 0] @ shape @ states[:, 0])
    return depth, slope, energies, states


r, kinetic = radial_operators(radius)
shape = np.diag(np.exp(-r**2 / (2 * width**2)))
depth, slope, energy, state = fit_trap(kinetic, shape)
assert energy[0] < 0 < energy[1]
trap = state[:, 0] * np.sign(state[0, 0])
band = state[:, 1] * np.sign(state[0, 1])
gap = energy[1] - energy[0]
W = -slope * (trap @ shape @ band)


def solve_trap(q):
    return eigh(kinetic - (depth + slope * q) * shape)


rows, one_sided = [], []
for h in (0.10, 0.05, 0.025):
    up, down = [align(solve_trap(q)[1][:, 1], band) for q in (h, -h)]
    rows.append((h, trap @ up, trap @ down, gap * (trap @ (up - down)) / (2 * h)))
    one_sided.append(gap * (trap @ up) / h)
error_central = [row[3] - W for row in rows]
error_one = [x - W for x in one_sided]
order_central = error_central[1] / error_central[2]
order_one = error_one[1] / error_one[2]
assert 3.5 < order_central < 4.5
assert 1.8 < order_one < 2.2
W_extrapolated = (4 * rows[2][3] - rows[1][3]) / 3
assert abs(W_extrapolated / W - 1) < 1e-4   # remaining fourth-order step error
up, down = [align(solve_trap(q)[1][:, 0], trap) for q in (1e-3, -1e-3)]
W_swapped = -gap * ((up - down) @ band) / 2e-3
assert abs(W_swapped / W - 1) < 1e-4
e_up, e_down = solve_trap(1e-3)[0][0], solve_trap(-1e-3)[0][0]
assert abs((e_up - e_down) / 2e-3 + force) < 1e-5

# Independent discretization by a fine three-point finite-difference grid.
dr = 0.005
rf = dr * np.arange(1, int(round(radius / dr)))
gf = np.exp(-rf**2 / (2 * width**2))
t = KIN / (2 * mass * dr**2)
ef, vf = eigh_tridiagonal(2 * t - depth * gf, np.full(len(rf) - 1, -t),
                          select='i', select_range=(0, 1))
W_fine = slope * abs(np.sum(vf[:, 0] * gf * vf[:, 1]))
assert abs(W_fine / abs(W) - 1) < 1e-3 and abs(ef[0] + binding) < 1e-3


# Scattering normalization: strength = V |W|^2 for unit incident density in V.
def scattering_strength(r, R, energies, states, shape, n):
    k = np.sqrt(2 * mass * energies[n] / KIN)
    outer = r > 0.5 * R
    wave = np.sin(k * (R - r[outer]))
    u = states[outer, n] / np.sqrt(r[1] - r[0])
    amplitude = (u @ wave) / (wave @ wave)
    w = slope * (states[:, 0] @ shape @ states[:, n])
    return 4 * np.pi * w**2 / (amplitude * k)**2


strength = scattering_strength(r, radius, energy, state, shape, 1)
r2, kinetic2 = radial_operators(2 * radius)
shape2 = np.diag(np.exp(-r2**2 / (2 * width**2)))
energy2, state2 = eigh(kinetic2 - depth * shape2)
W_large = slope * abs(state2[:, 0] @ shape2 @ state2[:, 1])
curve = np.polyfit(energy2[1:5], [1 / scattering_strength(
    r2, 2 * radius, energy2, state2, shape2, n) for n in range(1, 5)], 3)
strength_large = 1 / np.polyval(curve, energy[1])
assert abs(strength_large / strength - 1) < 0.01   # interpolation in energy
strength_thermal = 1 / np.polyval(curve, 1.5 * kT)


# Anisotropic mass: scaled coordinates make the kinetic term isotropic and the
# well ellipsoidal; even angular momenta are then coupled by the well.
def anisotropic_coupling(mt, ml, lmax):
    x, weight = leggauss(48)
    ls = np.arange(0, lmax + 1, 2)
    P = [np.sqrt((2 * l + 1) / 2) * Legendre.basis(l)(x) for l in ls]
    well = np.exp(-r[:, None]**2 * (mass / mt * (1 - x**2) + mass / ml * x**2)
                  / (2 * width**2))
    T = block_diag(*[kinetic + np.diag(KIN * l * (l + 1) / (2 * mass * r**2))
                     for l in ls])
    G = np.block([[np.diag(well @ (weight * p * q)) for q in P] for p in P])
    _, b, en, st = fit_trap(T, G)
    first = np.where(en > 0)[0][0]
    return b * abs(st[:, 0] @ G @ st[:, first])


assert abs(anisotropic_coupling(mass, mass, 4) / abs(W) - 1) < 1e-6
W_aniso = anisotropic_coupling(mass_t, mass_l, 8)
assert abs(anisotropic_coupling(mass_t, mass_l, 12) / W_aniso - 1) < 0.01

# Other neglected effects, for the same numbers.
W_at_q = []
for q in (-thermal_rms, thermal_rms):
    s = solve_trap(q)[1]
    W_at_q.append(slope * abs(s[:, 0] @ shape @ s[:, 1]))
kinetic_trap = trap @ kinetic @ trap
rms_radius = np.sqrt(np.sum(trap**2 * r**2))
kappa = np.sqrt(2 * mass * binding / KIN)
tunnel_exponent = 4 * kappa * binding / (3 * field)
bohr = permittivity * KIN / (mass * sc.e / (4 * np.pi * sc.epsilon_0) * 1e9)
eta = 1 / (np.sqrt(2 * mass * 1.5 * kT / KIN) * bohr)
sommerfeld = 2 * np.pi * eta / (1 - np.exp(-2 * np.pi * eta))

unit = "eV/(amu^1/2 A)"
print(f"chain: bare W / screened W = {w_bare / w_screened:.4f}")
print(f"transformed orbitals: |omitted term|/|W| = {abs(t_part / w_original):.4f}")
print(f"two-level overlaps, gaps 0.2 and 0.02: {near_overlaps[0]:.3f}, "
      f"{near_overlaps[1]:.3f}")
print(f"masses: transverse {mass_t}, longitudinal {mass_l}, mean {mass:.4f} m_e")
print(f"well width = {width} nm; sphere radius = {radius} nm")
print(f"binding = {binding} eV; fitted well depth = {depth:.4f} eV")
print(f"phonon = {1e3 * phonon:.1f} meV; relaxation energy = {relaxation} eV")
print(f"Huang-Rhys factor = {relaxation / phonon:.2f}")
print(f"temperature = {temperature:.0f} K; kT = {1e3 * kT:.2f} meV")
print(f"trap-level slope = {-force:.5f} {unit}")
print(f"well-depth slope = {slope:.5f} {unit}")
print(f"lattice shift = {shift:.4f} amu^1/2 A")
print(f"trap eigenvalue = {energy[0]:.6f} eV")
print(f"band eigenvalue = {energy[1]:.6f} eV")
print(f"eigenvalue gap = {gap:.6f} eV")
print(f"direct W = {W:.7f} {unit}")
print(f"derivative overlap W/gap = {W / gap:.7f} 1/(amu^1/2 A)")
for h, o_up, o_down, estimate in rows:
    print(f"step {h:.3f} amu^1/2 A: overlaps {o_up:.7f}, {o_down:.7f}; "
          f"W {estimate:.7f} {unit}")
print(f"extrapolated overlap W = {W_extrapolated:.7f} {unit}")
print(f"W from trap-state derivative = {W_swapped:.7f} {unit}")
print(f"one-sided W at step 0.025 = {one_sided[2]:.7f} {unit}")
print(f"error ratio on halving: central {order_central:.3f}, one-sided "
      f"{order_one:.3f}")
print(f"W with relaxed level gap (wrong) = "
      f"{(gap + relaxation) * W / gap:.7f} {unit}")
print(f"zero-point amplitude = {zero_point:.4f} amu^1/2 A")
print(f"|W| times zero-point amplitude = {1e3 * abs(W) * zero_point:.4f} meV")
print(f"|W| in sphere of radius {2 * radius:.0f} nm = {W_large:.7f} {unit}")
print(f"V|W|^2, 10 nm sphere = {strength:.6f} eV^2 nm^3/(amu A^2)")
print(f"same energy, 20 nm sphere = {strength_large:.6f} eV^2 nm^3/(amu A^2)")
print(f"V|W|^2 at 1.5 kT / value at band eigenvalue = "
      f"{strength_thermal / strength:.4f}")
print(f"anisotropic-mass |W| / isotropic |W| = {W_aniso / abs(W):.4f}")
print(f"thermal rms amplitude = {thermal_rms:.4f} amu^1/2 A")
print(f"|W(Q)|/|W(0)| at minus, plus rms = {W_at_q[0] / abs(W):.4f}, "
      f"{W_at_q[1] / abs(W):.4f}")
print(f"trap kinetic energy = {kinetic_trap:.4f} eV; rough Si gap = {gap_si} eV")
print(f"trap kinetic energy / Si gap = {kinetic_trap / gap_si:.3f}")
print(f"trap rms radius = {rms_radius:.4f} nm; field = {10 * field:.2f} MV/cm")
print(f"field energy over rms radius = {1e3 * field * rms_radius:.2f} meV")
print(f"field-ionization exponent = {tunnel_exponent:.1f}")
print(f"relative permittivity = {permittivity}; Coulomb radius = {bohr:.3f} nm")
print(f"attractive-charge enhancement at 1.5 kT = {sommerfeld:.2f}")
print("checks complete")
```

Running it gives:

```
chain: bare W / screened W = 1.5097
transformed orbitals: |omitted term|/|W| = 0.7332
two-level overlaps, gaps 0.2 and 0.02: 5.000, 50.000
masses: transverse 0.19, longitudinal 0.92, mean 0.3214 m_e
well width = 0.5 nm; sphere radius = 10.0 nm
binding = 0.3 eV; fitted well depth = 1.7347 eV
phonon = 40.0 meV; relaxation energy = 0.12 eV
Huang-Rhys factor = 3.00
temperature = 300 K; kT = 25.85 meV
trap-level slope = -0.30309 eV/(amu^1/2 A)
well-depth slope = 0.70578 eV/(amu^1/2 A)
lattice shift = 0.7918 amu^1/2 A
trap eigenvalue = -0.300000 eV
band eigenvalue = 0.014550 eV
eigenvalue gap = 0.314550 eV
direct W = -0.0190886 eV/(amu^1/2 A)
derivative overlap W/gap = -0.0606854 1/(amu^1/2 A)
step 0.100 amu^1/2 A: overlaps -0.0057653, 0.0064175; W -0.0191605 eV/(amu^1/2 A)
step 0.050 amu^1/2 A: overlaps -0.0029559, 0.0031184; W -0.0191065 eV/(amu^1/2 A)
step 0.025 amu^1/2 A: overlaps -0.0014972, 0.0015378; W -0.0190931 eV/(amu^1/2 A)
extrapolated overlap W = -0.0190886 eV/(amu^1/2 A)
W from trap-state derivative = -0.0190886 eV/(amu^1/2 A)
one-sided W at step 0.025 = -0.0188377 eV/(amu^1/2 A)
error ratio on halving: central 4.003, one-sided 1.966
W with relaxed level gap (wrong) = -0.0263709 eV/(amu^1/2 A)
zero-point amplitude = 0.2286 amu^1/2 A
|W| times zero-point amplitude = 4.3634 meV
|W| in sphere of radius 20 nm = 0.0063223 eV/(amu^1/2 A)
V|W|^2, 10 nm sphere = 0.167716 eV^2 nm^3/(amu A^2)
same energy, 20 nm sphere = 0.167716 eV^2 nm^3/(amu A^2)
V|W|^2 at 1.5 kT / value at band eigenvalue = 0.9342
anisotropic-mass |W| / isotropic |W| = 1.0515
thermal rms amplitude = 0.2837 amu^1/2 A
|W(Q)|/|W(0)| at minus, plus rms = 1.1270, 0.9169
trap kinetic energy = 0.4449 eV; rough Si gap = 1.12 eV
trap kinetic energy / Si gap = 0.397
trap rms radius = 0.8211 nm; field = 0.10 MV/cm
field energy over rms radius = 8.21 meV
field-ionization exponent = 63.6
relative permittivity = 11.7; Coulomb radius = 1.926 nm
attractive-charge enhancement at 1.5 kT = 5.72
checks complete
```
